Stability and Voltage Gain of a Ferroelectric in Series with a Dielectric

**1. Two linear capacitors, one of them negative**

Take two capacitors in series across an ideal voltage source V. One is an ordinary dielectric with capacitance C_D > 0. The other has the negative capacitance −C_N, with C_N > 0, so that its voltage is −Q/C_N when it carries the charge Q. All capacitances, charges and energies here are per unit area. The node between the layers has no net charge, so both carry the same Q.

The voltages add up to the source voltage:

V = −Q/C_N + Q/C_D = Q (1/C_D − 1/C_N).

Solving for Q and using V_D = Q/C_D gives the voltage gain

V_D/V = (1/C_D)/(1/C_D − 1/C_N) = C_N/(C_N − C_D).

The last form follows on multiplying numerator and denominator by C_N C_D. If C_N is larger than C_D, the gain exceeds one: the dielectric receives more than the source voltage, and the negative capacitor has a voltage of opposite sign that makes up the difference.

The voltage equation also has a solution when C_N < C_D, with a negative gain. It does not say whether the circuit stays there. For that we need an energy which includes the source. When the source delivers charge Q at fixed V, its own energy falls by QV, so the total is

G(Q) = −Q²/(2C_N) + Q²/(2C_D) − QV.

Its first derivative vanishes where the voltage equation holds. Its second derivative is

G″ = 1/C_D − 1/C_N.

The equilibrium is a minimum if 1/C_D > 1/C_N, that is, if

C_N > C_D.

For C_N < C_D it is a maximum, and a small excess of charge grows.

Two limits show the sense of the inequality. For C_N → ∞ the negative element becomes a short circuit, and the gain tends to one. For C_D → ∞ the dielectric becomes a short circuit, and the negative capacitor sits alone on the source; then G″ = −1/C_N < 0. A negative capacitance held at fixed voltage is unstable, and a sufficiently small series capacitance stabilizes it.

The capacitance that C_N must exceed is C_D, that of the series element, not that of the combination. The combination has

C_tot = dQ/dV = 1/(1/C_D − 1/C_N) = C_D × gain,

which is larger than C_D whenever the circuit is stable.

**2. A ferroelectric with an arbitrary charge–voltage curve**

A real ferroelectric is not linear. Let u_F(Q) be its free energy per area at fixed temperature. Q is the free charge density on the electrode, equal to the normal electric displacement, so the background polarization of the lattice and electrons is already contained in u_F. For now Q is uniform over the area, and leakage and trapped interface charge are absent. The voltage and the differential capacitance are

V_F = du_F/dQ,  1/C_F = dV_F/dQ = d²u_F/dQ².

C_F is negative where u_F is concave. The total energy is

G(Q;V) = u_F(Q) + Q²/(2C_D) − QV.

Setting ∂G/∂Q = 0 gives V = V_F(Q) + Q/C_D. The curvature at this equilibrium is

S = ∂²G/∂Q² = 1/C_F + 1/C_D,

and stability against small uniform changes of charge requires S > 0.

Next, change V slightly. Differentiating the equilibrium equation gives dV = S dQ, while dV_D = dQ/C_D. The differential gain is therefore

A = dV_D/dV = (1/C_D)/S = (1/C_D)/(1/C_D + 1/C_F).

Suppose the state is stable, S > 0. Then A > 1 means 1/C_D > S, and subtracting 1/C_D from both sides leaves 1/C_F < 0. Gain thus requires negative C_F. With C_F = −|C_F|, the condition S > 0 becomes 1/C_D > 1/|C_F|, or |C_F| > C_D. Each step can be reversed, so within this model

stable state with A > 1  ⇔  C_F < 0 and |C_F| > C_D.

This is the local Salahuddin–Datta condition. Under it,

A = |C_F|/(|C_F| − C_D),

in agreement with the linear case.

The energy argument can be checked against the motion. Let the ferroelectric respond with a damping resistivity ρ, let t be its thickness and τ the time:

ρt dQ/dτ = V − V_F(Q) − Q/C_D = −∂G/∂Q.

At fixed V the energy then changes as

dG/dτ = (∂G/∂Q)(dQ/dτ) = −ρt (dQ/dτ)² ≤ 0,

so the charge moves downhill in G. For a small deviation δQ from equilibrium, the right-hand side is −S δQ, which gives

δQ ∝ exp(λτ),  λ = −S/(ρt).

Positive S means decay, negative S means growth. Since S = 1/(C_D A), a stable state obeys

|λ| = 1/(ρt C_D A).

This form damps the whole charge Q. If only the switching part of the polarization is damped and the background follows at once, λ keeps its sign but is smaller in magnitude. At fixed ρ, thickness and C_D, a larger gain comes with a slower response. The gain is also sensitive to mismatch. With r = C_D/|C_F| we have A = 1/(1 − r), so

dA/A = dr/(1 − r) = [r/(1 − r)] dr/r = (A − 1) dr/r.

A relative error in the capacitance ratio is multiplied by A − 1, as long as the product is much smaller than one.

**3. From one stable point to a response without hysteresis**

The local condition concerns a single state. Hysteresis concerns the whole curve V(Q), so the dependence of C_F on Q is needed. We take the Landau form for a continuous ferroelectric transition, a mean-field description:

u_F = t(αQ²/2 + βQ⁴/4),  α < 0 < β.

Two derivatives give

V_F = t(αQ + βQ³),
1/C_F = t(α + 3βQ²).

The inverse capacitance is lowest at Q = 0, where it equals −|α|t. The slope of the full characteristic is

dV/dQ = 1/C_D − |α|t + 3βtQ².

If |α|t < 1/C_D, this slope is positive for every Q. Then V(Q) rises steadily, each V has one Q, and a slow sweep retraces its path. In terms of capacitance the condition reads

|C_F(0)| = 1/(|α|t) > C_D,

and in terms of thickness

t < t_c,  t_c = 1/(|α|C_D).

The gain at zero charge is then

A(0) = (1/C_D)/(1/C_D − |α|t) = 1/(1 − t/t_c).

It tends to one for a vanishing film and diverges as t approaches t_c from below.

At t = t_c the linear term cancels, leaving V = βtQ³. This is still single-valued, but Q = (V/βt)^(1/3) has infinite slope at V = 0. Absence of hysteresis alone therefore allows equality, while finite gain at Q = 0 requires the strict inequality.

"Without hysteresis" refers here to slow sweeps. Where the response is linear, a ramp with dV/dτ = R obeys ρt dQ/dτ = V − SQ. After the transient, Q = (V − ρtR/S)/S: the derivative of this expression is R/S, and both sides of the equation equal ρtR/S. The charge lags by an amount proportional to R, so this difference between up and down sweeps vanishes for slow ramps. The hysteresis excluded above would survive them.

If the series element is itself nonlinear, as the gate of a transistor is, 1/C_D is replaced by its differential value at the same charge. The slope of V(Q) is then 1/C_F(Q) + 1/C_D(Q), and |C_F(Q)| > C_D(Q) is needed at every charge in the working range where C_F is negative. A check at one bias is not enough.

**4. Numbers on the stable side**

We use round model parameters: α = −10⁹ m/F and a spontaneous charge Q_s = √(|α|/β) = 0.05 C/m², hence β = 4 × 10¹¹ m⁵/(F C²). The dielectric is 2 nm thick with relative permittivity 10, so

C_D = 0.04427 F/m² = 4.427 µF/cm²,  1/C_D = 22.588 m²/F.

The critical thickness is 22.588/10⁹ m = 22.59 nm. A search for the thickness at which the energy landscape at V = 0 first acquires two wells gives the same value. Stability in this section and the next means stability for uniform charge; section 6 shows what lateral variation changes. The parameters do not describe a particular material. The charges of 0.02 to 0.03 C/m² met below already put 2.3 to 3.3 MV/cm across the 2 nm dielectric, where leakage is assumed absent, and with Q_s = 0.2 C/m² the edge of the gain region would need 13 MV/cm, so that breakdown would limit the usable range.

For a film of 15 nm, |α|t = 15 m²/F, and therefore

|C_F(0)| = 1/15 = 0.0667 F/m² = 6.67 µF/cm² > C_D,
S = 22.588 − 15 = 7.588 m²/F,
A(0) = 22.588/7.588 = 2.98.

Direct minimization of G at two neighbouring voltages gives the same gain. The combination has C_tot = 1/7.588 = 0.132 F/m², well above |C_F(0)|. Had the condition been read as |C_F| > C_tot, this stable circuit would have been rejected.

At V = 0.2 V the minimum lies at Q = 0.0200 C/m². The voltages are

V_D = 22.588 × 0.0200 ≈ 0.452 V,
V_F = 0.200 − 0.452 = −0.252 V.

The ratio V_D/V is 2.26, but the differential gain at this point is smaller. There

1/C_F = −15 + 3βtQ² ≈ −15 + 7.2 = −7.8 m²/F,
A ≈ 22.6/(22.6 − 7.8) ≈ 1.53.

The difference has a simple origin: V_D is the integral of A over the source voltage, so V_D/V is the average of A from zero to V. As A falls with growing charge, the average lies between 2.98 and 1.53.

The gain reaches one where 1/C_F = 0, at

Q₀ = √(|α|/(3β)) = Q_s/√3 = 0.0289 C/m².

At this charge βQ₀² = |α|/3, so V_F = −(2/3)|α|tQ₀ = −10 × 0.0289 = −0.289 V. The dielectric has 22.588 × 0.02887 ≈ 0.652 V, and the source voltage is 0.363 V. Beyond it the circuit is still stable, but the differential gain is below one.

The extra dielectric voltage does not violate energy conservation. In slow charging from Q = 0 the source does the work

∫V dQ = ∫V_F dQ + ∫V_D dQ = Δu_F + Δu_D.

At 0.2 V the terms are

1.761 mJ/m² = −2.764 mJ/m² + 4.525 mJ/m².

The dielectric stores more than the source delivered, and the ferroelectric supplies the rest. It can do so because Q = 0 is a maximum of u_F, which the dielectric keeps accessible.

With ρ = 1 Ω m, a small deviation at V = 0 changes at the rate

λ = −7.588/(15 × 10⁻⁹) s⁻¹ = −0.506 ns⁻¹.

Integration of the equation of motion confirms this decay.

**5. Beyond the critical thickness**

For t > t_c define the positive quantity

κ = |α|t − 1/C_D.

The characteristic becomes

V(Q) = −κQ + βtQ³.

Its slope −κ + 3βtQ² vanishes at Q = ±Q_f, with Q_f² = κ/(3βt). On an upward sweep the charge starts on the negative branch and follows it to Q = −Q_f. The voltage there is

V_c = κQ_f − βtQ_f³ = Q_f(κ − κ/3) = (2κ/3)√(κ/(3βt)).

Above V_c this branch no longer exists, and the charge jumps to the positive one. By symmetry the downward sweep jumps at −V_c. For t → t_c we have κ → 0, and the voltage width of the loop vanishes as κ^(3/2), which joins this result to the previous case.

For a 30 nm film, κ = 30 − 22.588 = 7.412 m²/F and 3βt = 36000 m⁶/(F C²). Hence

Q_f = √(7.412/36000) = 0.01435 C/m²,
V_c = (2/3) × 7.412 × 0.01435 = 0.0709 V.

A quasi-static sweep in steps of 0.001 V switches at +0.071 V and −0.071 V, the first grid points past the folds. The same sweep of the 15 nm film shows no difference between the two directions.

At Q = 0 the gain formula gives 22.588/(−7.412) = −3.05. This is not an available inverting amplifier: the state has S < 0, and a small deviation grows at 7.412/(30 × 10⁻⁹) s⁻¹ = 0.247 ns⁻¹.

The stable states at V = 0 are the nonzero roots of −κQ + βtQ³ = 0, so Q_r² = κ/(βt). In them

1/C_F = −|α|t + 3κ,
S = 1/C_D − |α|t + 3κ = −κ + 3κ = 2κ.

They are stable for every κ > 0. Their C_F is negative as long as 3κ < |α|t. Inserting κ gives 2|α|t < 3/C_D, or t < 1.5 t_c. For t_c < t < 1.5 t_c these remanent states therefore have a differential gain above one, although the full response is hysteretic.

The 30 nm film lies in this interval. Its remanent charge is √(7.412/12000) = 0.0249 C/m², with 1/C_F = −30 + 22.24 = −7.76 m²/F, so |C_F| = 0.129 F/m² exceeds C_D. The gain is

A = 22.588/(2 × 7.412) = 1.52,

as the numerical response around the remanent state also shows. The local condition holds here and fails at Q = 0. A measured small-signal gain above one is thus no proof that hysteresis is absent.

**6. Charge that varies over the area**

So far one number Q described the whole film. We now test that assumption for a metal sheet placed between ferroelectric and dielectric. The sheet has no net charge, but charge can move along it. The dielectric then responds to the mean charge Q̄, while the ferroelectric may have a local charge Q(x).

Consider a strip of width L with free ends, where dQ/dx = 0. For now the charge varies only across the width, and stray fields at the edges are neglected. Let lateral variation cost a gradient energy with coefficient g > 0. The energy per area is

G = (1/L)∫₀ᴸ t[αQ²/2 + βQ⁴/4 + (g/2)(dQ/dx)²] dx + Q̄²/(2C_D) − VQ̄.

Near Q = 0 write Q = q₀ + Σ qₙ cos(nπx/L), with n = 1, 2, … The cosines have zero mean, so Q̄ = q₀. They are mutually orthogonal, and the mean of each squared cosine is 1/2. At V = 0 the quadratic part of G is

½(αt + 1/C_D)q₀² + ¼ Σ t[α + g(nπ/L)²]qₙ².

The uniform mode has the stiffness S found before. The other modes receive no help from the dielectric, because they leave the mean charge unchanged. The softest has n = 1, and it is stable if g(π/L)² > |α|, or

L < L_c,  L_c = π√(g/|α|).

With this arrangement the uniform state Q = 0 is stable only if both conditions hold, t < t_c and L < L_c. Together they also exclude other equilibria. Around any Q(x), the second variation of G differs from that at Q = 0 by the mean of 3βtQ²(δQ)², which is not negative. G is then strictly convex and has one minimum at each V. If the charge can also vary along the strip, that direction has cosine modes of the same kind, and the length must be below L_c as well. L < L_c is a condition for the uniform state, not for gain as such. Just above L_c the lateral mode grows from zero amplitude and the gain falls continuously; with the numbers below, a strip 3.3 nm wide still has a single-valued mean charge and a gain of about 2.2 at V = 0.

With g = 10⁻⁹ m³/F, L_c = π nm = 3.14 nm. For a 15 nm film and a strip 10 nm wide, the n = 1 stiffness is

15 × [−1 + (π/10)²] = −13.5 m²/F,

although the uniform mode has +7.588 m²/F. In a strip 2 nm wide the n = 1 mode has 15 × [−1 + (π/2)²] ≈ 22 m²/F, and the uniform mode is the softest. Diagonalizing the stiffness matrix of a discretized strip gives these lowest values and reproduces L_c to within 0.1% of the formula. These strips are narrower than the film is thick, so in a real device their stray fields would not be small. The numbers illustrate the lateral modes of the model and are not a design rule.

What happens in a wide film can be followed by dividing it into two equal areas and neglecting the energy of the wall between them. Starting from small, unequal charges at V = 0, the areas relax to +Q_s and −Q_s. The mean charge vanishes, so V_D = 0, and V_F vanishes in both areas because αQ_s + βQ_s³ = 0. With Q_s² = |α|/β the energy is

t(αQ_s²/2 + βQ_s⁴/4) = −tα²/(4β) = −9.375 mJ/m²,

below the value zero of the uniform state. In each domain

1/C_F = t(α + 3|α|) = 2|α|t = 30 m²/F.

The two areas share the same V_F, so this is also the inverse capacitance for the mean charge, as long as the wall between them stays in place. The gain is then

A = 22.588/(22.588 + 30) = 0.43.

If the wall can move freely, the domain favoured by V_F grows until V_F is back at zero. Then V_D = V, and the gain is one. With the wall energy neglected, the gain around V = 0 thus exceeds one in neither case: the thickness satisfies t < t_c, yet the wide film with a metal sheet has lost the gain of 2.98 found for uniform charge.

Without the metal sheet the outcome can differ. In the limit of very long wavelengths, each column of the stack acts as its own series circuit. The dielectric energy is then the mean of Q²/(2C_D), and the stiffness of a variation tends to

αt + 1/C_D,

which is positive for t < t_c. At a finite wavelength the gradient energy raises the stiffness, but the lateral fields can lower it by more. The uniform state can then become unstable below t_c, and its true limit must be calculated from the fields in both layers. This needs the background permittivity of the ferroelectric as a separate input. For the parameters used here, with g acting on the normal polarization in all directions and an isotropic background permittivity between 5 and 25, the limit falls to between about 12 and 7 nm. A wide 15 nm film then does not stay uniform without the sheet either. For a stack without the sheet, |C_F(0)| > C_D is thus necessary for the uniform state Q = 0 to be stable with gain, but it has been shown sufficient only for uniform charge and in the limit of very long wavelengths. It is not a condition on a film that has split into domains, whose gain at zero mean charge depends on the lateral fields and on the motion of the walls.

The numerical output below lists the main values used here with their units.

Values computed for the example and the checks

```
alpha = -1.000e+09 m/F
beta = 4.000e+11 m^5/(F C^2)
spontaneous charge = 0.050 C/m^2
dielectric: relative permittivity = 10.0
dielectric thickness = 2.0 nm
C_D = 0.04427 F/m^2 = 4.427 uF/cm^2
1/C_D = 22.588 m^2/F
critical thickness, formula = 22.588 nm
critical thickness, landscape = 22.588 nm
thin film: thickness = 15.0 nm
thin: C_F(0) = -0.06667 F/m^2 = -6.667 uF/cm^2
thin: total curvature at Q=0 = 7.588 m^2/F
thin: gain formula at Q=0 = 2.977
thick film: thickness = 30.0 nm
thick: C_F(0) = -0.03333 F/m^2 = -3.333 uF/cm^2
thick: total curvature at Q=0 = -7.412 m^2/F
thick: gain formula at Q=0 = -3.048
thin: series combination at Q=0 = 0.13178 F/m^2
thin: gain at V=0, minimization = 2.977
thin: source voltage = 0.200 V
thin: charge at this voltage = 0.02002 C/m^2
thin: dielectric voltage = 0.4521 V
thin: ferroelectric voltage = -0.2521 V
thin: gain there, formula = 1.526
thin: gain there, minimization = 1.526
thin: source work = 1.761 mJ/m^2
thin: dielectric energy = 4.525 mJ/m^2
thin: ferroelectric energy = -2.764 mJ/m^2
edge of gain region: charge = 0.02887 C/m^2
thin: source voltage at edge = 0.3634 V
thin: largest up-down difference = 0.0e+00 C/m^2
thick: kappa = 7.412 m^2/F
thick: switching voltage, formula = 0.0709 V
thick: switching in up sweep = 0.0710 V
thick: switching in down sweep = -0.0710 V
sweep voltage step = 0.0010 V
thick: remanent charge = 0.02485 C/m^2
thick: C_F in remanent state = -0.12879 F/m^2
thick: gain in remanent state = 1.524
damping resistivity = 1.0 ohm m
thin: rate of small deviation = -0.5059 1/ns
thick: rate of small deviation = 0.2471 1/ns
gradient coefficient = 1.0e-09 m^3/F
critical strip width, formula = 3.142 nm
critical strip width, matrix = 3.141 nm
lowest stiffness, 2 nm strip = 7.588 m^2/F
lowest stiffness, 10 nm strip = -13.520 m^2/F
two domains: charges = 0.0500, -0.0500 C/m^2
two domains: energy = -9.375 mJ/m^2
two domains: gain = 0.430
```
